# Implicit differentiation of a converged Kohn-Sham solution compared with unrolling

Let a Kohn-Sham calculation with functional parameters $\theta_j$ have converged to the density $n_*$ and energy $E_*$. Their derivatives are

$$s_j\equiv\frac{dn_*}{d\theta_j}=(1-\chi K)^{-1}\chi w_j,\qquad \frac{dE_*}{d\theta_j}=\left.\frac{\partial E_{xc}}{\partial\theta_j}\right|_{n_*}. \tag{1}$$

Here $\chi=\delta n/\delta v$ is the response of independent electrons to the Kohn-Sham potential, $K=v_c+f_{xc}$ is the Hartree plus exchange-correlation kernel, and $w_j=\partial v_{xc}/\partial\theta_j$ at fixed density. Differentiating every step of a self-consistent iteration with fixed damping leads to the same limit when the iteration contracts. After $k$ steps, however, its density derivative generically has an error larger than the density error by a factor that grows like $k$. It also needs a response calculation at every step.

## The map and its linear response

The electrons are spin-paired, in real orbitals with fixed occupations and an open gap. $E_{xc}$ is an explicit functional of the density, so $v_{xc}$ is a local potential; for hybrid or other orbital-dependent functionals the argument has to be rewritten for the density matrix. In one dimension the orbitals obey

$$\left[-\frac{\hbar^2}{2m}\frac{d^2}{dx^2}+v(x)\right]\phi_p=\varepsilon_p\phi_p,\qquad v[n,\theta]=v_{\rm ext}+v_H[n]+v_{xc}[n;\theta].$$

Filling the lowest orbitals gives an output density $F(n,\theta)$, and self-consistency means $n_*=F(n_*,\theta)$.

For a small change $\delta v$, first-order perturbation theory gives

$$\delta\phi_i=\sum_{p\ne i}\phi_p\frac{\langle p|\delta v|i\rangle}{\varepsilon_i-\varepsilon_p}.$$

The density is $n=2\sum_i\phi_i^2$ over occupied $i$, so $\delta n=4\sum_i\phi_i\delta\phi_i$. One factor 2 is spin, the other comes from differentiating the square. If $p$ is also occupied, the terms $(i,p)$ and $(p,i)$ have equal numerators and opposite denominators, and cancel. Empty orbitals $a$ remain:

$$\chi(x,x')=4\sum_{i,a}\frac{\phi_i(x)\phi_a(x)\,\phi_i(x')\phi_a(x')}{\varepsilon_i-\varepsilon_a}. \tag{2}$$

This kernel is symmetric and, since $\varepsilon_i<\varepsilon_a$, negative semidefinite. Its integral over $x$ vanishes by orthogonality, so the electron number is conserved.

The potential changes through the density and through the parameter, $\delta v=K\delta n+w\,\delta\theta$. Hence

$$\delta F=\chi(K\,\delta n+w\,\delta\theta). \tag{3}$$

## The naive scheme: differentiate the loop

A damped iteration with fixed $\beta$ is

$$n_{k+1}=n_k+\beta[F(n_k,\theta)-n_k].$$

Let $s_k=dn_k/d\theta$, and let the starting density not depend on $\theta$, so $s_0=0$. Equation (3), with all quantities evaluated at $n_k$, gives

$$s_{k+1}=(1-\beta)s_k+\beta\chi_k(K_ks_k+w_k). \tag{4}$$

This is the derivative of the truncated iteration. The trouble is that the truncated iteration is not the function whose derivative is wanted.

A restart shows this most plainly. Start at $n_0=n_*$, treated as a constant array. The density is already converged, yet $s_0=0$. Define the Jacobian

$$J=1-\beta(1-\chi K).$$

Now (4) reads $s_{k+1}=Js_k+\beta\chi w$. The wanted response satisfies $s=Js+\beta\chi w$, because $(1-\chi K)s=\chi w$. Subtraction gives $s_k-s=J(s_{k-1}-s)$, and therefore

$$s_k=(1-J^k)s.$$

A stopping test on the density would end the loop at once, with a derivative that is wrong by an amount of order one. The derivative has a convergence of its own.

From an ordinary start the density does converge gradually. Suppose one simple eigenvalue $\rho$ of $J$ dominates. Close to convergence,

$$n_k=n_*+c\rho^ku+\ldots,$$

with mode $u$ and amplitude $c$. All of $n_*$, $c$, $\rho$ and $u$ depend on $\theta$. Differentiation gives

$$s_k-s=k\frac{\rho'}{\rho}\,c\rho^ku+\rho^k\frac{d(cu)}{d\theta}+\ldots
=k\frac{\rho'}{\rho}(n_k-n_*)+O(\rho^k). \tag{5}$$

The parameter changes not only the destination but also the rate of approach, and the second effect accumulates over the steps. This mode contributes no factor $k$ if $\rho'=0$ or if the start does not excite it, but other excited modes bring their own. The factor does not spoil convergence, since $k|\rho|^k\to0$ for $|\rho|<1$, but it delays it.

## Differentiate the equation, not the path

The remedy is to apply (3) to $n_*=F(n_*,\theta)$ itself:

$$s=\chi(Ks+w)\quad\Longrightarrow\quad(1-\chi K)s=\chi w.$$

The implicit function theorem guarantees a differentiable solution branch if $F$ is smooth and $1-\chi K$ is invertible. This is the first part of (1). The path, the damping and the starting density have disappeared; $n_*$ may come from any convergent solver.

The operator has a direct meaning. The bare response $\chi w$ changes the density, which changes the potential by $K$, which changes the density again. The inverse sums this feedback. If $K=0$, there is none and $s=\chi w$. If an eigenvalue of $1-\chi K$ approaches zero, the response in that mode generally diverges.

On a finite grid the eigenvalues are real. Write $\chi=-BB^T$, which (2) permits. Then $1-\chi K=1+BB^TK$, and the nonzero eigenvalues of $BB^TK$ are those of the symmetric matrix $B^TKB$. An eigenvalue $\epsilon$ of $1-\chi K$ gives the eigenvalue $1-\beta\epsilon$ of $J$. Damping therefore contracts when $0<\beta\epsilon<2$ for every mode. The implicit formula needs only $\epsilon\ne0$.

What remains is the error from incomplete convergence. If the implicit formula is evaluated at $n_k$, its result is a smooth function of that density, so its error is proportional to $n_k-n_*$ at leading order: $|\rho|^k$, without the factor $k$. Implicit differentiation does not remove the need to converge the density.

## Energy: a first-order error that can be removed

The total energy is

$$E[n;\theta]=T_s[n]+\int v_{\rm ext}n\,dx+E_H[n]+E_{xc}[n;\theta].$$

At self-consistency $\delta E/\delta n$ is a constant $\mu$. By the chain rule,

$$\frac{dE_*}{d\theta}=\frac{\partial E_{xc}}{\partial\theta}+\mu\int s\,dx=\frac{\partial E_{xc}}{\partial\theta},$$

because the electron number is fixed. No response is needed.

Before convergence this argument fails. Let an input density $n_{\rm in}$ produce $v_{\rm in}$ and the output density $n_{\rm out}$, and evaluate $E$ with the output orbitals. They are the ground state in $v_{\rm in}$, so $\delta T_s/\delta n=-v_{\rm in}+{\rm const}$ at $n_{\rm out}$. The other terms of $E$ contribute $v[n_{\rm out}]$. The derivative of this energy is then

$$\frac{dE}{d\theta}=\left.\frac{\partial E_{xc}}{\partial\theta}\right|_{n_{\rm out}}+\int R\,\frac{dn_{\rm out}}{d\theta}\,dx,\qquad R=v[n_{\rm out}]-v_{\rm in}. \tag{6}$$

The first term alone, the bare formula, has a first-order error. A good estimate keeps the second term and replaces $dn_{\rm out}/d\theta$ by the implicit response computed at $n_{\rm in}$.

To see the cancellation, let $\eta=n_{\rm in}-n_*$ and $\delta=n_{\rm out}-n_*$. At first order $\delta=\chi K\eta$ and $R=K(\delta-\eta)$. The bare error is $\int w\delta\,dx$, since $w=\delta(\partial E_{xc}/\partial\theta)/\delta n$. With the symmetry of $\chi$ and $K$, and $\chi w=s-\chi Ks$,

$$\int w\delta=\int(\chi w)K\eta=\int sK\eta-\int(\chi Ks)K\eta=\int sK\eta-\int sK\delta.$$

The residual term contributes $\int sR=\int sK\delta-\int sK\eta$. The sum is zero, so the corrected error is second order. An error in $s$ matters only when multiplied by $R$, which is itself small.

Unrolling the variational energy uses the unrolled output response in (6). The energy error is quadratic in the density error, $E_k-E_*\approx A\rho^{2k}$. Its derivative contains $2k(\rho'/\rho)A\rho^{2k}$. Unrolling thus gains the second order as well, but with a factor $k$.

## Many parameters: one adjoint solve

Training a functional needs the gradient of a few observables with respect to many parameters. For $Q=\int gn\,dx$ with fixed $g$, solving for every $s_j$ would take one linear solve per parameter. Instead, transpose the inverse. From

$$\chi(1-K\chi)=(1-\chi K)\chi$$

it follows that $(1-\chi K)^{-1}\chi=\chi(1-K\chi)^{-1}$. The right side is the transpose of the left, so this operator is symmetric. Therefore

$$\frac{dQ}{d\theta_j}=\int g(1-\chi K)^{-1}\chi w_j\,dx=\int yw_j\,dx,\qquad(1-\chi K)y=\chi g. \tag{7}$$

One solve serves all parameters. The adjoint density $y$ is physical: it is the self-consistent density response to an added external potential $\lambda g(x)$, per unit $\lambda$. For a nonlinear observable of the density, $g$ is its functional derivative at $n_*$; if the observable also depends on $\theta_j$ explicitly, its partial derivative at fixed density is added.

Unrolling has an adjoint too. Multiply (4) by a function $\lambda_{k+1}$ and integrate. Moving the symmetric operators to the left gives

$$\int\lambda_{k+1}s_{k+1}=\int\lambda_ks_k+\beta\int(\chi_k\lambda_{k+1})w_k,$$

$$\lambda_k=(1-\beta)\lambda_{k+1}+\beta K_k\chi_k\lambda_{k+1}.$$

Start from $\lambda=g$ at the last step, run backwards and add the last integrals; $s_0=0$ ends the sum. The cost is one application of $\chi$ per step for any number of parameters. The price is that each step's state must be stored or recomputed.

At convergence, (7) can be solved by the same damped iteration, $y\leftarrow y+\beta[\chi g-(1-\chi K)y]$. This needs one state, but the slow mode still shrinks only by $|\rho|$ per step. A Krylov method instead combines all earlier products to minimize the residual. Damping applies the fixed polynomial $(1-\beta\epsilon)^m$ to the error in each mode; a Krylov method can place a root at an isolated eigenvalue and remove that mode with one factor. The saving in memory comes from using the fixed point. How much response work the solver saves depends on the spectrum of $1-\chi K$ and on the damping it is compared with; in the example below it gives most of the saving.

## A four-electron example

Four electrons fill two orbitals in a trap of frequency $0.6\,E_h/\hbar$, with a Gaussian bump of height $0.2\,E_h$ centred at $1\,a_0$. Their repulsion is $e^2/\sqrt{(x-x')^2+a_0^2}$. The test functional, not fitted to any material, is

$$E_{xc}=-\int\frac{an^2}{1+bn}\,dx,\qquad a=0.4\,E_ha_0,\quad b=0.5\,a_0.$$

With $d=1+bn$, the quotient rule gives

$$v_{xc}=-a\frac{2nd-bn^2}{d^2}=-a\frac{2n+bn^2}{d^2}.$$

For the kernel, write $n^2/d=n/b-1/b^2+1/(b^2d)$. Only the last term has a second derivative, $2/d^3$, so $f_{xc}=-2a/d^3$, multiplied by $\delta(x-x')$. The parameter derivatives are

$$w_a=-\frac{2n+bn^2}{d^2},\qquad w_b=\frac{\partial}{\partial n}\frac{an^3}{d^2}=a\frac{3n^2d-2bn^3}{d^3}=\frac{an^2(3+bn)}{d^3}.$$

The converged energy is $6.65393\,E_h=181.063$ eV, and the orbital gap is $0.446\,E_h$. The observable $Q=\int x^2n\,dx$ is $9.595\,a_0^2$, or $9.595/4=2.40\,a_0^2$ per electron.

The energy derivatives are $dE/da=-2.06396\,a_0^{-1}$ and $dE/db=0.45163\,E_h/a_0$. Their signs follow from the functional: $a$ strengthens the attraction and $b$ weakens it. Since $E_{xc}$ is linear in $a$, its value is $a\,dE/da=0.4\times(-2.06396)=-0.8256\,E_h$. The derivatives of $Q$ are $dQ/da=-2.8534\,a_0/E_h$ and $dQ/db=1.2461\,a_0$: stronger attraction contracts the cloud. Raising $a$ by $0.01\,E_ha_0$ changes $Q$ by about $-0.0285\,a_0^2$.

Differentiating $dE/da=\partial E_{xc}/\partial a$ once more gives $\partial^2E_{xc}/\partial a^2+\int w_as_a\,dx$, and the first term vanishes because $E_{xc}$ is linear in $a$. The curvature $d^2E/da^2=\int w_as_a\,dx$ is $-0.2596\,E_h^{-1}a_0^{-2}$. Its sign can be derived. From $(1+BB^TK)B=B(1+B^TKB)$,

$$\int w_as_a\,dx\ \to\ -w_a^TB(1+B^TKB)^{-1}B^Tw_a\le0$$

when all eigenvalues of $1-\chi K$ are positive; the arrow denotes the grid form, up to the positive grid spacing. Here they lie between 0.906 and 1.737.

These derivatives were tested against separately converged calculations at shifted parameters. The density responses agree to relative differences of $3.7\times10^{-8}$ for $a$ and $2.9\times10^{-7}$ for $b$. The adjoint density was also tested against the response to a real change of the trap.

### Accuracy along the iteration

With $\beta=0.98$ the dominant factor is $\rho=1-0.98\times1.7373=-0.703$; the next has modulus 0.263. The negative sign means that each step overshoots in the dominant mode. This damping was chosen to isolate one mode, not for speed. For the same spectrum the best fixed damping is $\beta=2/(0.906+1.737)=0.757$, with largest modulus $(1.737-0.906)/(1.737+0.906)=0.31$. The step counts below would then be smaller for both methods.

The growth law (5) was tested by projecting both errors on the dominant left eigenvector. Between steps 30 and 50 their ratio changes by $-2.0802\,E_h^{-1}a_0^{-1}$ per step. Differentiating the eigenvalue separately gives $\rho'/\rho=-2.0802$ in the same unit.

The errors below are grid norms relative to the converged quantity.

| $k$ | density | unrolled $s_a$ | implicit $s_a$ at $n_k$ |
|---|---|---|---|
| 10 | 5.6e-4 | 4.8e-2 | 2.9e-3 |
| 20 | 1.6e-5 | 3.0e-3 | 8.4e-5 |
| 40 | 1.4e-8 | 5.4e-6 | 7.2e-8 |

The implicit error stays at 5.1 times the density error. The unrolled error is 86, 187 and 389 times as large, growing by about 10 per step. A density converged to $10^{-8}$ can thus accompany an unrolled derivative good to only $4\times10^{-6}$.

For $dE/da$ the order of merit changes along the way. At step 5 the absolute errors, in $a_0^{-1}$, are $1.2\times10^{-4}$ for the bare formula, $2.6\times10^{-4}$ for unrolling and $3.6\times10^{-5}$ for the corrected implicit formula. Unrolling is the worst here: its higher order has not yet overcome its prefactor. At step 20 the errors are $6.1\times10^{-7}$, $2.8\times10^{-8}$ and $9.0\times10^{-10}$. Tests on densities displaced from $n_*$ gave error orders 1.004 for the bare formula and 2.001 for the corrected one.

### Cost at equal accuracy

The target is a relative error of $10^{-8}$ in the gradient of $Q$. Unrolling needs 52 self-consistent steps, the implicit formula 39. The difference of 13 can be estimated from the table. The ratio of unrolled to implicit error is 36 at step 20 and 76 at step 40, which extrapolates to about 100 at step 52. Removing a factor 100 at rate 0.703 takes $\ln100/|\ln0.703|\approx13$ steps. This is an estimate, because the table concerns $s_a$ and not $Q$.

| gradient method | applications of $\chi$ | states stored |
|---|---|---|
| reverse unrolling | 52 | 52 |
| damped adjoint at $n_*$ | 38 | 1 |
| Krylov adjoint at $n_*$ | 7 | 1 |

The fixed point with the old damping reduces 52 applications to 38, one of which acts on the zero starting vector and could be skipped; the Krylov solver reduces 38 to 7. Part of this last gain reflects the deliberately slow damping: with the best fixed damping the damped count is 15, while the Krylov count does not depend on $\beta$. The first gain depends on the damping even more: at $\beta=0.757$ unrolling needs 16 steps and the implicit formula 13, so reverse unrolling costs 16 applications against 15 for the damped adjoint. The Krylov solver also keeps 12 work vectors, each of the size of a density. The two adjoint counts refer to a fully converged density; at $n_k$ the convergence error of the density is added.

On this grid of 81 points every version is cheap, and no timings are claimed. The counts matter where applying $\chi$ is expensive. There (2) need not be summed over empty orbitals: the first-order orbital equations can be solved instead.

## Where the choice turns

Equation (1) fails when the gap closes, because fixed occupations then no longer define a smooth map. With smooth fractional occupations the density part of (1) holds after their response, and that of the chemical potential, is added to $\chi$. The energy part then applies to the free energy $E-TS$, which is the stationary functional; $E$ itself acquires the extra term $T\,dS/d\theta$. The density part of (1) also fails at a zero eigenvalue of $1-\chi K$, where solution branches can merge or split. Close to such a point the linear solve is ill-conditioned, and a small density error becomes a large derivative error. Unrolling the damped iteration offers no escape, since the corresponding eigenvalue of $J$ tends to 1 and that iteration stalls.

If several self-consistent solutions exist, (1) differentiates the one that was found. It does not describe a jump to another.

Unrolling is the right tool when the truncated result is itself the object of interest, for example when a fixed small number of steps is part of the model. Its gradient is then the derivative of what is computed, and the implicit gradient is not. For a converged ground state, the workable design is to converge the density by any method, test the residual, solve (7) with a Krylov method, and keep the residual term of (6) if the energy gradient is needed before full convergence. The remaining figures are in the numerical output.

## Calculated quantities

```
trap frequency 0.6 E_h/hbar, bump 0.2 E_h at 1 a0, width 1 a0
softening 1.0 a0; electrons 4; initial variance 3 a0^2
a = 0.4 E_h a0, b = 0.5 a0
grid: 81 points, spacing 0.25 a0, box -10 to 10 a0
energy E = 6.65392710 E_h = 181.06258 eV
Q = 9.5949743 a0^2; orbital gap = 0.44563 E_h
dE/da = -2.0639565 1/a0; finite difference -2.0639565
dE/db = 0.4516321 E_h/a0; finite difference 0.4516322
dQ/da = -2.853360 a0/E_h; finite difference -2.853360
dQ/db = 1.246098 a0; finite difference 1.246099
d2E/da2 = -0.259613 1/(E_h a0^2); finite difference -0.259614
relative error of dn/da, dn/db vs differences: 3.7e-08, 2.9e-07
finer grid 0.2 a0: change of E 2.0e-11 E_h, of grad Q 6.6e-12 (relative)
eigenvalues of 1-chi0 K: min 0.9057, max 1.7373
damping beta = 0.98; rho = -0.7026; next |rho| = 0.2629
growth per step: measured -2.08015, rho'/rho -2.08018 1/(E_h a0)
relative errors: k, density, unrolled dn/da, implicit dn/da at n_k
  10  5.55e-04  4.77e-02  2.85e-03
  20  1.63e-05  3.04e-03  8.35e-05
  30  4.77e-07  1.37e-04  2.45e-06
  40  1.40e-08  5.44e-06  7.17e-08
errors of dE/da in 1/a0: k, bare, unrolled, implicit with residual term
  5  1.17e-04  2.58e-04  3.56e-05
  10  2.08e-05  1.61e-05  1.04e-06
  15  3.54e-06  7.20e-07  3.05e-08
  20  6.06e-07  2.84e-08  8.95e-10
orders in displacement: implicit dn/da, bare dE/da, corrected dE/da
  1.000, 1.004, 2.001
target relative error of grad Q: 1e-08
SCF steps until density has this relative error: 41
SCF steps needed by unrolled gradient: 52
SCF steps needed by implicit gradient (direct solve): 39
chi0 applications, reverse unrolling: 52, stored states 52
chi0 applications, damped adjoint at n*: 38, stored states 1
chi0 applications, Krylov adjoint at n*: 7, stored states 1
Krylov vectors kept (basis and images): 12
```
